# Gaussian skew scattering and the noncrossing Hall conductivity of massive Dirac fermions: a numerical check

```python
"""Hall conductivity of massive Dirac fermions with weak Gaussian scalar disorder.

Result under test (convention j_x = sigma_xy E_y, chemical potential mu > |Delta|):
  fourth-order noncrossing skew term  -(e^2/2h) 3 c s^4 / (1+3c^2)^2
  noncrossing total  -(e^2/2h) 8 mu Delta (mu^2+Delta^2) / (mu^2+3 Delta^2)^2
with c = Delta/mu, s^2 = 1-c^2.  Crossed pairings are computed separately.
Scaled units: momentum p = hbar v k in eV, so H = p.sigma + Delta sigma_z;
disorder strength g = n V0^2/(hbar v)^2 is dimensionless.
Conductivities are in e^2/h unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const

ID = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
M = 25                                   # odd number of Fermi-circle angles
PHI = 2 * np.pi * np.arange(M) / M


def ham(px, py, gap):
    px, py = np.asarray(px)[..., None, None], np.asarray(py)[..., None, None]
    return px * SX + py * SY + gap * SZ


def upper(px, py, gap):
    return np.linalg.eigh(ham(px, py, gap))[1][:, 1]


def element(bra, mat, ket):
    return np.einsum('i,...ij,j->...', bra.conj(), mat, ket)


def grid(pole, top, n=240):
    """Nodes for int d^2p/(2 pi)^2, dense where p^2 is near the complex pole."""
    centre = max(pole.real, 0.0)
    width = abs(pole - centre)
    lo, hi = -np.arcsinh(centre / width), np.arcsinh((top - centre) / width)
    t, w = np.polynomial.legendre.leggauss(n)
    u = 0.5 * (hi - lo) * t + 0.5 * (hi + lo)
    x = np.maximum(centre + width * np.sinh(u), 0.0)
    wx = 0.5 * (hi - lo) * w * width * np.cosh(u) / (4 * np.pi)
    ang = 2 * np.pi * (np.arange(8) + 0.3) / 8
    p = np.sqrt(x)[:, None]
    weight = np.repeat(wx / 8, 8)
    return (p * np.cos(ang)).ravel(), (p * np.sin(ang)).ravel(), weight


def green_sum(mu, gap, top=1e3, eta=1e-6):
    z = mu + 1j * eta
    px, py, w = grid(z * z - gap**2, top)
    G = np.linalg.inv(z * ID - ham(px, py, gap))
    return z, w, G, np.einsum('n,nij->ij', w, G)


def circle_states(mu, gap):
    p = np.sqrt(mu**2 - gap**2)
    return p, [upper(p * np.cos(f), p * np.sin(f), gap) for f in PHI]


def odd_part(process, states):
    """Half the difference of the rates 0 -> j and j -> 0."""
    return np.array([0.5 * (process(0, j) - process(j, 0)) for j in range(M)])


def noncrossing_odd_rate(mu, gap):
    """Ladder plus two leg corrections, in units of 2 pi g^2 delta(E-E')."""
    z, w, G, S = green_sum(mu, gap)
    p, st = circle_states(mu, gap)
    leg = [np.linalg.inv(z * ID - ham(p * np.cos(f), p * np.sin(f), gap))
           for f in PHI]

    def process(i, j):
        a, b = st[i], st[j]
        ladder = np.sum(w * abs(element(b, G, a))**2)
        legs = element(b, leg[i] @ S + S @ leg[j], a) * np.vdot(a, b)
        return ladder + 2 * legs.real
    return odd_part(process, st)


def cumulant_odd_rates(mu, gap, top):
    """Odd rates from the third and fourth cumulants of point impurities."""
    S = green_sum(mu, gap, top)[3]
    st = circle_states(mu, gap)[1]

    def third(i, j):
        return 2 * (element(st[j], S, st[i]) * np.vdot(st[i], st[j])).real

    def fourth(i, j):
        a, b = st[i], st[j]
        return (abs(element(b, S, a))**2
                + 2 * (element(b, S @ S, a) * np.vdot(a, b)).real)
    return odd_part(third, st), odd_part(fourth, st)


def shell_principal_value(func, axis, p):
    """Mean over the Fermi circle of func(q)/(2 q.axis - axis^2)."""
    length, direction = np.hypot(*axis), np.arctan2(axis[1], axis[0])
    chi = 2 * np.pi * np.arange(32) / 32
    vals = np.array([func(p * np.array([np.cos(direction + x),
                                      np.sin(direction + x)])) for x in chi])
    chi0 = np.arccos(length / (2 * p))
    total = sum(2 * np.mean(vals * np.cos(n * chi)) * np.sin(n * chi0)
                for n in range(1, 7))
    return total / np.sin(chi0) / (2 * p * length)


def crossed_odd_rates(mu, gap):
    """Maximally crossed (X) and middle-line (Psi) pairings, same units."""
    p, st = circle_states(mu, gap)
    num = lambda q: mu * ID + ham(q[0], q[1], gap)
    x_rate, psi_rate = np.zeros(M), np.zeros(M)
    k = np.array([p, 0.0])
    for j in range(1, M):
        a, b = st[0], st[j]
        kp = p * np.array([np.cos(PHI[j]), np.sin(PHI[j])])
        K, Q, ab = k + kp, kp - k, np.vdot(a, b)
        fx = lambda q: (element(b, num(q), a) * element(a, num(K - q), b)).imag
        f1 = lambda q: (element(b, num(q) @ num(q - Q), a) * ab).imag
        f2 = lambda q: (element(b, num(q + Q) @ num(q), a) * ab).imag
        x_rate[j] = 0.5 * shell_principal_value(fx, K, p)
        psi_rate[j] = 0.5 * (shell_principal_value(f1, Q, p)
                             + shell_principal_value(f2, -Q, p))
    return x_rate, psi_rate


def boltzmann(mu, gap, g, odd):
    """Solve the angular Boltzmann equation; return sigma_xx, sigma_xy, inverse."""
    p, st = circle_states(mu, gap)
    even = np.array([abs(np.vdot(b, st[0]))**2 for b in st])
    row = mu / M * (g * even + odd)
    W = np.array([[row[(j - i) % M] for j in range(M)] for i in range(M)])
    inverse = np.linalg.pinv(np.diag(W.sum(axis=1)) - W.T)
    vf = p / mu
    dist = inverse @ (vf * np.cos(PHI))
    return (mu * np.mean(vf * np.cos(PHI) * dist),
            -mu * np.mean(vf * np.sin(PHI) * dist), inverse)


def side_jump(mu, gap, g):
    """Displacement-current and anomalous-distribution parts of sigma_xy."""
    p, st = circle_states(mu, gap)
    h = 1e-3 * mu

    def loop_phase(j, d):
        kp = p * np.array([np.cos(PHI[j]), np.sin(PHI[j])])
        a, b = st[0], st[j]
        a2, b2 = upper(p + d[0], d[1], gap), upper(kp[0] + d[0], kp[1] + d[1], gap)
        return np.angle(np.vdot(b2, a2) * np.vdot(a2, a)
                        * np.vdot(a, b) * np.vdot(b, b2))
    drift = np.zeros(2)
    for j in range(M):
        weight = mu / M * g * abs(np.vdot(st[j], st[0]))**2
        for axis in range(2):
            d = h * np.eye(2)[axis]
            drift[axis] -= weight * (loop_phase(j, d) - loop_phase(j, -d)) / (2 * h)
    assert abs(drift[0]) < 1e-5 * abs(drift[1])      # purely transverse drift
    inverse = boltzmann(mu, gap, g, np.zeros(M))[2]
    vf = p / mu
    dist = inverse @ (vf * np.cos(PHI))
    anomalous = inverse @ (drift[1] * np.sin(PHI))
    return (-mu * np.mean(drift[1] * np.cos(PHI) * dist),
            -mu * np.mean(vf * np.sin(PHI) * anomalous))


def intrinsic(mu, gap):
    """Berry curvature of lower-band states not cancelled by the upper band."""
    pf = np.sqrt(mu**2 - gap**2)
    t, w = np.polynomial.legendre.leggauss(60)
    total = 0.0
    for ti, wi in zip(0.5 * (t + 1), 0.5 * w):
        e, u = np.linalg.eigh(ham(pf / ti, 0.0, gap))
        lo, up = u[:, 0], u[:, 1]
        curv = -2 * (element(lo, SX, up) * element(up, SY, lo)).imag
        total += wi * pf**2 / ti**3 * curv / (e[1] - e[0])**2
    return -total


def kubo_surface(mu, gap, g):
    """Fermi-surface Kubo term with Born self-energy and full ladder vertex."""
    S = green_sum(mu, gap)[3]
    sigma = g * 0.5 * (S - S.conj().T)
    up, down = mu - sigma[0, 0], mu - sigma[1, 1]
    px, py, w = grid((up - gap) * (down + gap), 1e3)
    GR = np.linalg.inv(mu * ID - sigma - ham(px, py, gap))
    GA = GR.conj().transpose(0, 2, 1)
    K = np.array([[0.5 * np.einsum('n,nii->', w, A @ GR @ B @ GA)
                   for B in (SX, SY)] for A in (SX, SY)])
    full = K @ np.linalg.inv(np.eye(2) - g * K)
    return 2 * full[0, 1].real


def kubo_sea(mu, gap):
    """Clean Fermi-sea term, energy integral taken along mu + i y."""
    t, w = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for ti, wi in zip(0.5 * (t + 1), 0.5 * w):
        z = mu + 1j * abs(gap) * ti / (1 - ti)
        pole = z * z - gap**2
        px, py, wt = grid(pole, 1e7 * abs(pole))
        G = np.linalg.inv(z * ID - ham(px, py, gap))
        GG = G @ G
        f = np.einsum('n,nii->', wt, SX @ GG @ SY @ G - SX @ G @ SY @ GG)
        total += wi * abs(gap) / (1 - ti)**2 * (-1j * f).real
    return total


def total_formula(mu, gap):
    return -0.5 * 8 * mu * gap * (mu**2 + gap**2) / (mu**2 + 3 * gap**2)**2


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b)


results = {}
for mu, gap in ((0.1, 0.025), (0.1, 0.07), (0.1, -0.04)):
    c, s2 = gap / mu, 1 - (gap / mu)**2
    D = 1 + 3 * c * c
    odd = noncrossing_odd_rate(mu, gap)
    assert np.allclose(odd, 3 * c * s2 * np.sin(PHI) / 8, atol=1e-3 * abs(c) * s2)
    g = 1e-3
    xx1, skew, _ = boltzmann(mu, gap, g, g**2 * odd)
    xx4, skew4, _ = boltzmann(mu, gap, 4 * g, (4 * g)**2 * odd)
    close(skew, -1.5 * c * s2**2 / D**2, 2e-3)
    close(skew4, skew, 1e-4)             # four times the density, same skew term
    close(xx1 / xx4, 4.0, 1e-4)
    close(xx1, 2 * s2 / (g * D), 1e-4)
    jump, anomalous = side_jump(mu, gap, g)
    close(jump, -c * s2 / D, 1e-4)
    close(anomalous, -c * s2 / D, 1e-4)
    berry = intrinsic(mu, gap)
    close(berry, -0.5 * c, 1e-6)
    parts = berry + jump + anomalous + skew
    ladder = kubo_surface(mu, gap, 1e-4)
    sea = kubo_sea(mu, gap)
    sea_gap = kubo_sea(0.5 * abs(gap), gap)
    assert abs(sea) < 1e-4
    close(sea_gap, -0.5 * np.sign(gap), 1e-3)
    close(parts, total_formula(mu, gap), 2e-3)
    close(ladder + sea, total_formula(mu, gap), 3e-3)
    x_rate, psi_rate = crossed_odd_rates(mu, gap)
    assert np.allclose(x_rate, -0.5 * c * np.tan(PHI / 2), atol=1e-8)
    assert np.max(abs(psi_rate)) < 1e-8
    crossed = boltzmann(mu, gap, 1e-4, 1e-8 * (x_rate + psi_rate))[1]
    close(crossed, 4 * c * s2 / D**2, 1e-3)
    results[gap] = dict(berry=berry, jump=jump, anomalous=anomalous, skew=skew,
                        parts=parts, ladder=ladder, sea=sea, sea_gap=sea_gap,
                        crossed=crossed, odd=odd)

# Worked example: rough regime of a magnetically gapped surface state
hv, mu, gap, n_imp, V0 = 0.3, 0.1, 0.025, 0.5, 0.2
g = n_imp * V0**2 / hv**2
r = results[gap]
kf = np.sqrt(mu**2 - gap**2) / hv
hbar_eV = const.hbar / const.e
quantum = const.e**2 / const.h
rate = g * mu * (1 + 3 * (gap / mu)**2) / 4
sxx = boltzmann(mu, gap, g, np.zeros(M))[0]
n_el = kf**2 / (4 * np.pi)
mobility = sxx * quantum / (const.e * n_el * 1e18) * 1e4
n_s, U = n_imp * hv**2, V0 / hv**2
cut = 0.3
third, fourth = cumulant_odd_rates(mu, gap, cut**2)
s_third = boltzmann(mu, gap, g, n_s * U**3 * third)[1]
s_fourth = boltzmann(mu, gap, g, n_s * U**4 * fourth)[1]
small = 1e-3                              # weak odd rate isolates the linear term
lin3 = boltzmann(mu, gap, g, small * n_s * U**3 * third)[1] / small
lin4 = boltzmann(mu, gap, g, small * g**2 * r['odd'])[1] / small
close(lin3 / lin4, 2 * mu / (3 * n_imp * V0), 2e-3)
finite = kubo_surface(mu, gap, g)
T = 10.0
kT = const.k * T / const.e
t, w = np.polynomial.legendre.leggauss(80)
y = 20 * t
thermal = np.sum(20 * w * total_formula(mu + kT * y, gap) / (4 * np.cosh(y / 2)**2))
warp = 0.1

print(f"hbar v = {hv:.3f} eV nm")
print(f"half-gap Delta = {gap:.4f} eV")
print(f"chemical potential mu = {mu:.4f} eV")
print(f"impurity density n = {n_imp:.3f} nm^-2")
print(f"impurity strength |V0| = {V0:.3f} eV nm^2")
print(f"disorder strength g = {g:.4f} (dimensionless)")
print(f"Fermi wavenumber = {kf:.4f} nm^-1")
print(f"electron density = {n_el:.5f} nm^-2")
print(f"transport rate hbar/tau = {rate:.5f} eV")
print(f"transport time tau = {hbar_eV / rate * 1e12:.4f} ps")
print(f"mu tau/hbar = {mu / rate:.2f} (dimensionless)")
print(f"sigma_xx, Boltzmann = {sxx:.3f} e^2/h")
print(f"mobility = {mobility:.0f} cm^2/Vs")
print(f"intrinsic sigma_xy = {r['berry']:.5f} e^2/h")
print(f"side-jump displacement part = {r['jump']:.5f} e^2/h")
print(f"side-jump distribution part = {r['anomalous']:.5f} e^2/h")
print(f"fourth-order noncrossing skew = {r['skew']:.5f} e^2/h")
print(f"sum of the four parts = {r['parts']:.5f} e^2/h")
print(f"closed formula, total = {total_formula(mu, gap):.5f} e^2/h")
print(f"closed formula, total = {total_formula(mu, gap) * quantum * 1e6:.3f} uS")
print(f"Kubo ladder at g = 0.0001, surface part = {r['ladder']:.5f} e^2/h")
print(f"Kubo sea part, mu in band = {r['sea']:.1e} e^2/h")
print(f"Kubo sea part, mu in gap = {r['sea_gap']:.5f} e^2/h")
print(f"omitted crossed skew = {r['crossed']:.5f} e^2/h")
print(f"noncrossing total plus crossed skew = {r['parts'] + r['crossed']:.5f} e^2/h")
print(f"third-moment skew if all V0 > 0 = {s_third:.5f} e^2/h")
print(f"fourth-cumulant skew, cutoff {cut:.2f} eV = {s_fourth:.5f} e^2/h")
print(f"Kubo surface part at the example's g = {finite:.5f} e^2/h")
print(f"thermal average of total at {T:.0f} K = {thermal:.5f} e^2/h")
print(f"warping coefficient, rough = {warp:.2f} eV nm^3")
print(f"warping energy over mu = {warp * kf**3 / mu:.4f} (dimensionless)")
for other in (0.07, -0.04):
    q = results[other]
    print(f"Delta = {other:.2f} eV: skew {q['skew']:.5f}, parts {q['parts']:.5f} e^2/h")
    print(f"  Kubo ladder {q['ladder']:.5f}, crossed {q['crossed']:.5f} e^2/h")
for ratio in (1.0, 2.0, 4.0, 10.0):
    print(f"mu/Delta = {ratio:.0f}: total formula {total_formula(ratio, 1.0):.5f} e^2/h")
print("PASS")
```

Running it gives:

```
hbar v = 0.300 eV nm
half-gap Delta = 0.0250 eV
chemical potential mu = 0.1000 eV
impurity density n = 0.500 nm^-2
impurity strength |V0| = 0.200 eV nm^2
disorder strength g = 0.2222 (dimensionless)
Fermi wavenumber = 0.3227 nm^-1
electron density = 0.00829 nm^-2
transport rate hbar/tau = 0.00660 eV
transport time tau = 0.0998 ps
mu tau/hbar = 15.16 (dimensionless)
sigma_xx, Boltzmann = 7.105 e^2/h
mobility = 2073 cm^2/Vs
intrinsic sigma_xy = -0.12500 e^2/h
side-jump displacement part = -0.19737 e^2/h
side-jump distribution part = -0.19737 e^2/h
fourth-order noncrossing skew = -0.23372 e^2/h
sum of the four parts = -0.75346 e^2/h
closed formula, total = -0.75346 e^2/h
closed formula, total = -29.189 uS
Kubo ladder at g = 0.0001, surface part = -0.75338 e^2/h
Kubo sea part, mu in band = 1.3e-08 e^2/h
Kubo sea part, mu in gap = -0.50000 e^2/h
omitted crossed skew = 0.66482 e^2/h
noncrossing total plus crossed skew = -0.08864 e^2/h
third-moment skew if all V0 > 0 = -0.15574 e^2/h
fourth-cumulant skew, cutoff 0.30 eV = 0.02372 e^2/h
Kubo surface part at the example's g = -0.68148 e^2/h
thermal average of total at 10 K = -0.75345 e^2/h
warping coefficient, rough = 0.10 eV nm^3
warping energy over mu = 0.0336 (dimensionless)
Delta = 0.07 eV: skew -0.04476, parts -0.68383 e^2/h
  Kubo ladder -0.68378, crossed 0.23406 e^2/h
Delta = -0.04 eV: skew 0.19328, parts 0.84733 e^2/h
  Kubo ladder 0.84726, crossed -0.61359 e^2/h
mu/Delta = 1: total formula -0.50000 e^2/h
mu/Delta = 2: total formula -0.81633 e^2/h
mu/Delta = 4: total formula -0.75346 e^2/h
mu/Delta = 10: total formula -0.38081 e^2/h
PASS
```
